# Four Equations of State Near Equilibrium and Their Implied B''

## The question

The static energy \(E(V)\) of a solid under hydrostatic conditions has a local minimum \(E_0\) at the volume \(V_0\). The pressure and the bulk modulus are

\[
P=-\frac{dE}{dV},\qquad B=-V\frac{dP}{dV}.
\]

Let \(B_0\), \(B'\) and \(B''\) denote \(B\), \(dB/dP\) and \(d^2B/dP^2\) at \(P=0\). The primes are pressure derivatives, so \(B'\) is a pure number and \(B''\) is an inverse pressure. Use the dimensionless quantities

\[
u=\frac{V}{V_0},\quad s=u-1,\quad t=-\ln u,\quad e=\frac{E-E_0}{B_0V_0},\quad p=\frac{P}{B_0},\quad \beta=B_0B''.
\]

Compression means \(s<0\) and \(t>0\). Four common forms of the energy, each with a parameter \(c\), are

\[
\begin{aligned}
\text{Murnaghan:}\quad & e=\frac{u}{c}\left[\frac{u^{-c}}{c-1}+1\right]-\frac{1}{c-1},\\
\text{Birch-Murnaghan:}\quad & e=\tfrac92 f^2\,[1+(c-4)f],\qquad f=\tfrac12\left(u^{-2/3}-1\right),\\
\text{Vinet:}\quad & e=\frac{9}{\eta^2}\left[1+(\eta y-1)e^{\eta y}\right],\qquad y=1-u^{1/3},\quad \eta=\tfrac32(c-1),\\
\text{Poirier-Tarantola:}\quad & e=\tfrac12t^2+\tfrac16(c-2)t^3 .
\end{aligned}
\]

In the exponentials, \(e\) is the base of natural logarithms. The second and fourth forms are the third-order versions, cut off after the cubic term in their own strain variable. Take \(c\neq0,1\), so that no denominator vanishes.

**(a)** For any smooth \(E(V)\), find the expansion of \(e\) through order \(s^4\) in terms of \(B'\) and \(\beta\).

**(b)** Find the first three derivatives of \(p\) with respect to \(t\) at \(t=0\), again in terms of \(B'\) and \(\beta\).

**(c)** Find the pressure for each of the four forms. Show that \(c\) is \(B'\) in each, and find \(\beta\).

**(d)** Through what order do the four energies agree when they share \(E_0,V_0,B_0\) and \(B'\)? Tabulate \(B_0B''\) and the first differing energy coefficient for \(B'=4.5\).

**(e)** For \(V_0=20\) Å³, \(B_0=100\) GPa and \(B'=4.5\), how large are the differences at \(V/V_0=0.90\), and how well does their leading term describe them?

**(f)** Is the ranking of the four values of \(\beta\) found in (d) the same for every \(B'\)?

## Model answers

### (a) The expansion in volume

Since \(dE=B_0V_0\,de\) and \(dV=V_0\,du\), the definitions become

\[
p=-e_u,\qquad \frac{B}{B_0}=-u\,p_u=u\,e_{uu},
\]

where subscripts denote derivatives. At \(u=1\) the energy is at its minimum, so \(e=0\) and \(e_u=0\). The condition \(B=B_0\) there gives \(e_{uu}=1\).

A pressure derivative is a volume derivative divided by \(p_u=-e_{uu}\). Hence, at any volume where \(e_{uu}\neq0\),

\[
\frac{dB}{dP}=\frac{(u\,e_{uu})_u}{-e_{uu}}
=\frac{e_{uu}+u\,e_{uuu}}{-e_{uu}}
=-1-\frac{u\,e_{uuu}}{e_{uu}} .
\]

Write \(e_3\) and \(e_4\) for the third and fourth derivatives at \(u=1\). There the equation reads \(B'=-1-e_3\), so

\[
e_3=-(B'+1).
\]

Applying the same rule once more gives

\[
B_0\frac{d^2B}{dP^2}
=\frac{1}{-e_{uu}}\frac{d}{du}\left[-1-\frac{u\,e_{uuu}}{e_{uu}}\right]
=\frac{1}{e_{uu}}\left[\frac{e_{uuu}}{e_{uu}}+\frac{u\,e_{uuuu}}{e_{uu}}-\frac{u\,e_{uuu}^2}{e_{uu}^2}\right].
\]

At \(u=1\) this is \(\beta=e_3+e_4-e_3^2\). Solving for \(e_4\),

\[
e_4=\beta-e_3+e_3^2=\beta+(B'+1)+(B'+1)^2=\beta+(B'+1)(B'+2).
\]

The Taylor series is therefore

\[
e=\frac{s^2}{2}-\frac{B'+1}{6}s^3+\frac{\beta+(B'+1)(B'+2)}{24}s^4+O(s^5).
\]

In dimensional form its first terms are

\[
E=E_0+\frac{B_0}{2V_0}(V-V_0)^2-\frac{B_0(B'+1)}{6V_0^2}(V-V_0)^3+\dots
\]

For \(B'>-1\) the cubic term raises the energy in compression and lowers it in expansion. The quantity \(B''\) first appears at fourth order.

### (b) The pressure in logarithmic strain

From \(u=e^{-t}\) follows \(dV=-V\,dt\), so

\[
B=-V\frac{dP}{dV}=\frac{dP}{dt},\qquad p_t=\frac{B}{B_0}.
\]

Let \(K=dB/dP\), regarded as a function of pressure. Because \(B/B_0\) changes by \(K\,dp\) when \(p\) changes by \(dp\),

\[
p_{tt}=K\,p_t,\qquad
p_{ttt}=\frac{dK}{dp}\,p_t^2+K\,p_{tt}.
\]

At \(t=0\) we have \(p_t=1\), \(K=B'\) and \(dK/dp=B_0\,dK/dP=\beta\). Thus

\[
p_t=1,\qquad p_{tt}=B',\qquad p_{ttt}=\beta+B'^2 .
\]

To obtain \(\beta\), one therefore needs the pressure only through order \(t^3\):

\[
p=t+\frac{B'}{2}t^2+\frac{\beta+B'^2}{6}t^3+O(t^4).
\]

### (c) The four pressures and their second derivatives

In each case a coefficient 1 for \(t\) confirms that \(B_0\) is the bulk modulus at zero pressure, and a coefficient \(c/2\) for \(t^2\) shows that \(c=B'\). Six times the coefficient of \(t^3\), minus \(c^2\), is then \(\beta\).

**Murnaghan.** Multiplying out the energy gives

\[
e=\frac{u^{1-c}}{c(c-1)}+\frac{u}{c}-\frac{1}{c-1}.
\]

The derivative of the first term is \(-u^{-c}/c\), so

\[
p=-e_u=\frac{u^{-c}-1}{c}=\frac{e^{ct}-1}{c}
=t+\frac{c}{2}t^2+\frac{c^2}{6}t^3+\dots
\]

Hence \(c=B'\) and

\[
\beta_{\rm M}=c^2-c^2=0 .
\]

This holds at finite pressure too: \(B/B_0=p_t=e^{ct}=1+cp\), which is \(B=B_0+B'P\). The second pressure derivative of a bulk modulus linear in pressure is zero.

**Birch-Murnaghan.** Here \(f_u=-\frac13u^{-5/3}\), and

\[
e_f=9f+\tfrac{27}{2}(c-4)f^2=9f\left[1+\tfrac32(c-4)f\right].
\]

The chain rule \(p=-e_f f_u\), with \(f\) written out, gives

\[
p=\tfrac32\left(u^{-7/3}-u^{-5/3}\right)\left[1+\tfrac34(c-4)\left(u^{-2/3}-1\right)\right].
\]

Put \(u=e^{-t}\). The first factor, with its prefactor, is

\[
\begin{aligned}
\tfrac32\left(e^{7t/3}-e^{5t/3}\right)
&=\tfrac32\left[\frac{7-5}{3}t+\frac{49-25}{18}t^2+\frac{343-125}{162}t^3+\dots\right]\\
&=t+2t^2+\tfrac{109}{54}t^3+\dots
\end{aligned}
\]

The second factor is needed through \(t^2\), because the first begins at order \(t\). Since \(e^{2t/3}-1=\frac23t+\frac29t^2+\dots\), it equals \(1+(c-4)(\frac12t+\frac16t^2)+\dots\). In the product, the \(t^2\) coefficient is

\[
2+\tfrac12(c-4)=\tfrac12c,
\]

so \(c=B'\). The \(t^3\) coefficient is

\[
\tfrac{109}{54}+(c-4)\left(2\cdot\tfrac12+\tfrac16\right)=\tfrac{109}{54}+\tfrac76(c-4).
\]

Six times this is \(\frac{109}{9}+7c-28=7c-\frac{143}{9}\). Therefore

\[
\beta_{\rm BM}=-\left(c^2-7c+\tfrac{143}{9}\right).
\]

**Vinet.** Differentiating the energy with respect to \(y\),

\[
e_y=\frac{9}{\eta^2}\left[\eta e^{\eta y}+\eta(\eta y-1)e^{\eta y}\right]=9y\,e^{\eta y}.
\]

Since \(u^{1/3}=1-y\), we have \(y_u=-\frac13u^{-2/3}=-\frac13(1-y)^{-2}\), and

\[
p=-e_y y_u=\frac{3y}{(1-y)^2}e^{\eta y}.
\]

Let \(w=t/3\), so that \(1-y=e^{-w}\). Then

\[
\begin{aligned}
\frac{y}{(1-y)^2}&=(1-e^{-w})e^{2w}=e^{2w}-e^w
=w+\tfrac32w^2+\tfrac76w^3+\dots,\\
e^{\eta y}&=1+\eta\left(w-\tfrac12w^2\right)+\tfrac12\eta^2w^2+\dots
\end{aligned}
\]

The product of the two lines has the \(w^3\) coefficient \(\frac76+\frac32\eta-\frac12\eta+\frac12\eta^2\). Multiplying by 3,

\[
p=3\left[w+\left(\tfrac32+\eta\right)w^2+\left(\tfrac76+\eta+\tfrac12\eta^2\right)w^3+\dots\right].
\]

With \(w=t/3\), the \(t^2\) coefficient is \(\frac13(\frac32+\eta)=\frac12+\frac12(c-1)=\frac12c\), so \(c=B'\). Six times the \(t^3\) coefficient is

\[
\tfrac69\left(\tfrac76+\eta+\tfrac12\eta^2\right)
=\tfrac79+\tfrac23\eta+\tfrac13\eta^2
=\tfrac79+(c-1)+\tfrac34(c-1)^2 .
\]

Subtracting \(c^2\) and collecting powers, with constant term \(\frac79-1+\frac34=\frac{19}{36}\), gives

\[
\beta_{\rm V}=-\left(\tfrac14c^2+\tfrac12c-\tfrac{19}{36}\right).
\]

**Poirier-Tarantola.** Since \(t_u=-1/u=-e^t\),

\[
p=-e_t t_u=e^t\left[t+\tfrac12(c-2)t^2\right].
\]

Expanding \(e^t=1+t+\frac12t^2+\dots\),

\[
p=t+\left[1+\tfrac12(c-2)\right]t^2+\left[\tfrac12+\tfrac12(c-2)\right]t^3+\dots
=t+\tfrac12c\,t^2+\tfrac12(c-1)t^3+\dots
\]

Again \(c=B'\). Six times the last coefficient is \(3(c-1)\), and

\[
\beta_{\rm PT}=3(c-1)-c^2=-\left(c^2-3c+3\right).
\]

### (d) Order of agreement, and the table

Part (a) shows that the coefficients through \(s^3\) depend on \(B'\) alone, once \(E_0\), \(V_0\) and \(B_0\) have been scaled out. Part (c) shows that all four forms have the stated \(B_0\) and \(B'\). Their energies therefore agree through cubic order in \(V-V_0\). For two forms whose \(\beta\) differ by \(\Delta\beta\),

\[
\Delta e=\frac{\Delta\beta}{24}s^4+O(s^5),\qquad
\Delta p=-\frac{d\,\Delta e}{du}=-\frac{\Delta\beta}{6}s^3+O(s^4).
\]

The order of agreement does not depend on using volume as the variable: \(t\) and \(f\) are smooth functions of \(s\) that start with a nonzero linear term, so a difference of order \(s^4\) is also of order \(t^4\) or \(f^4\). However, an energy that stops at the cubic term in \(t\) or \(f\) does not stop there in \(s\). Each cutoff fixes the \(s^4\) coefficient, and with it \(B_0B''\), as a function of \(B'\).

For \(B'=4.5\) the values are

\[
\begin{aligned}
\beta_{\rm BM}&=-(20.25-31.5+15.8889)=-4.6389,\\
\beta_{\rm V}&=-(5.0625+2.25-0.5278)=-6.7847,\\
\beta_{\rm PT}&=-(20.25-13.5+3)=-9.75 .
\end{aligned}
\]

The common cubic coefficient is \(-5.5/6=-0.9167\). The quartic coefficient is \((\beta+5.5\times6.5)/24=(\beta+35.75)/24\).

| Form | \(B_0B''\) | \(s^4\) coefficient of \(e\) |
|---|---:|---:|
| Murnaghan | 0 | 1.4896 |
| Birch-Murnaghan | −4.6389 | 1.2963 |
| Vinet | −6.7847 | 1.2069 |
| Poirier-Tarantola | −9.7500 | 1.0833 |

A negative \(B''\) means that near \(P=0\) the bulk modulus lies below the straight line \(B_0+B'P\) on both sides, since the first correction is \(\tfrac12B''P^2\). In compression its slope \(dB/dP\) falls below \(B'\), and in tension it exceeds \(B'\). Close to \(V_0\), the form with the larger (less negative) \(\beta\) has the higher energy on both sides of the minimum, because \(s^4\) is even. Its pressure is higher in compression and lower in expansion, because \(s^3\) is odd.

### (e) Size of the differences

The parameters are round model values. The energy scale is

\[
B_0V_0=\frac{100\times20}{160.2177}\ \text{eV}=12.483\ \text{eV},
\]

where 1 eV/Å³ = 160.2177 GPa. At \(s=-0.1\) the common cubic polynomial gives

\[
E-E_0\approx12483\ \text{meV}\times\left(0.005+0.00091667\right)=73.86\ \text{meV}.
\]

Adding the quartic term for Murnaghan contributes \(12483\times1.4896\times10^{-4}=1.86\) meV, for a total of 75.72 meV. The other rows follow in the same way.

| Form | Quartic polynomial (meV) | Full form (meV) |
|---|---:|---:|
| Murnaghan | 75.72 | 76.04 |
| Birch-Murnaghan | 75.48 | 75.71 |
| Vinet | 75.36 | 75.56 |
| Poirier-Tarantola | 75.21 | 75.37 |

The full energies span 0.67 meV, about 0.9% of the Murnaghan value. For the two extreme forms, the leading term predicts

\[
E_{\rm PT}-E_{\rm M}\approx12483\ \text{meV}\times\frac{-9.75}{24}\times10^{-4}=-0.507\ \text{meV},
\]

whereas the full difference is −0.673 meV, larger in size by a factor of 1.33. The remainder comes from fifth and higher orders. At \(V/V_0=0.98\) the corresponding factor is 1.06, so the leading term is good to about 6% there.

The pressures separate more visibly:

| Form | \(P\) at 0.90 (GPa) | \(P\) at 0.70 (GPa) |
|---|---:|---:|
| Murnaghan | 13.48 | 88.4 |
| Birch-Murnaghan | 13.37 | 80.3 |
| Vinet | 13.31 | 76.8 |
| Poirier-Tarantola | 13.25 | 73.7 |

At \(V/V_0=0.90\) the extremes differ by 0.23 GPa, against a leading estimate of \(100\times9.75\times10^{-3}/6=0.16\) GPa. At 0.70 they differ by 14.7 GPa, while the leading estimate is \(100\times9.75\times0.027/6=4.4\) GPa. At this compression the leading term in \(s\) gives less than a third of the separation.

These comparisons hold the four parameters fixed. If each form is instead fitted separately to the same energies over a finite volume range, \(E_0\), \(V_0\), \(B_0\) and \(B'\) can shift to compensate for the different higher-order terms. The fitted curves may then lie closer together than those above, with parameters that differ.

### (f) Does the ranking depend on \(B'\)?

For \(B'=4.5\) the order of \(\beta\) is Murnaghan, Birch-Murnaghan, Vinet, Poirier-Tarantola, from largest to smallest. Compare neighbours, completing the square each time:

\[
\begin{aligned}
\beta_{\rm M}-\beta_{\rm BM}&=\left(c-\tfrac72\right)^2+\tfrac{131}{36},\\
\beta_{\rm BM}-\beta_{\rm V}&=-\tfrac34c^2+\tfrac{15}{2}c-\tfrac{591}{36}
=\tfrac34\left[\tfrac{28}{9}-(c-5)^2\right],\\
\beta_{\rm V}-\beta_{\rm PT}&=\tfrac34c^2-\tfrac72c+\tfrac{127}{36}
=\tfrac34\left[\left(c-\tfrac73\right)^2-\tfrac{20}{27}\right].
\end{aligned}
\]

The first difference is positive for every real \(c\). The second is positive only for

\[
5-\tfrac{2\sqrt7}{3}<B'<5+\tfrac{2\sqrt7}{3},
\qquad\text{that is}\qquad 3.236<B'<6.764 .
\]

The third is positive for \(B'>3.194\), which includes this whole interval. The ranking is therefore not universal: it holds inside the interval, and Birch-Murnaghan and Vinet change places at either end. At an end point these two forms share the same \(B''\), and their energies then agree through quartic order.

This is a statement about \(\beta\), and so about volumes close enough to \(V_0\) for the leading difference to dominate. It does not by itself fix the order of the pressures at strong compression. For \(B'=4.5\), the table in (e) shows that the order persists at \(V/V_0=0.70\). The numerical check checks the expansions, the values of \(\beta\) and the crossing points directly from the energies.

## Values computed for the example and the checks

```
V0 = 20.0 A^3, B0 = 100.0 GPa, B' = 4.5
1 eV/A^3 = 160.2177 GPa
B0*V0 = 12.4830 eV
Common s^3 coefficient of e: -0.91667
Form: B0*B'' | B'' (1/GPa) | s^4 coefficient of e
Murnaghan: 0.0000 | 0.000000 | 1.48958
Birch-Murnaghan: -4.6389 | -0.046389 | 1.29630
Vinet: -6.7847 | -0.067847 | 1.20689
Poirier-Tarantola: -9.7500 | -0.097500 | 1.08333
Cubic polynomial at V/V0=0.90: 73.858 meV
E-E0 at V/V0=0.90 (meV): full form | quartic polynomial
Murnaghan: 76.042 | 75.717
Birch-Murnaghan: 75.711 | 75.476
Vinet: 75.559 | 75.364
Poirier-Tarantola: 75.369 | 75.210
E minus E(Murnaghan) (micro-eV): full | leading quartic | ratio
Birch-Murnaghan, V/V0=0.98: -0.4102 | -0.3860 | 1.062
Birch-Murnaghan, V/V0=0.90: -331.0101 | -241.2806 | 1.372
Vinet, V/V0=0.98: -0.5996 | -0.5646 | 1.062
Vinet, V/V0=0.90: -482.6803 | -352.8909 | 1.368
Poirier-Tarantola, V/V0=0.98: -0.8565 | -0.8114 | 1.056
Poirier-Tarantola, V/V0=0.90: -672.5850 | -507.1226 | 1.326
Pressure (GPa) at V/V0 = 1.10 | 0.90 | 0.70
Murnaghan: -7.750 | 13.480 | 88.401
Birch-Murnaghan: -7.696 | 13.365 | 80.307
Vinet: -7.671 | 13.313 | 76.836
Poirier-Tarantola: -7.632 | 13.249 | 73.671
B' where two forms imply equal B0*B'':
Birch-Murnaghan = Vinet: 3.2362, 6.7638
Birch-Murnaghan = Poirier-Tarantola: 3.2222
Vinet = Poirier-Tarantola: 1.4727, 3.1940
```
